\section*{Doping and the intrinsic Hall conductivity of tilted Weyl nodes}

\section*{Question}

A crystal has two Weyl nodes of chirality $\chi=\pm1$ at $\mathbf k=(0,0,\chi b)$, with $b>0$. With $\mathbf q$ measured from the node,
\begin{equation}
H_\chi=\hbar v\,(\chi\,\boldsymbol\sigma\cdot\mathbf q+\tau_\chi q_z),\qquad |\tau_\chi|<1 .
\label{eq:H}
\end{equation}
The chemical potential $\mu$ is measured from the nodes. At $\mu=0$ the lower band is full and the upper one empty. Planes of constant $k_z$ outside the node pair have zero Chern number, and no other band contributes. Electrons carry charge $-e$, and $\sigma_{xy}$ is defined by $j_x=\sigma_{xy}E_y$. Take zero temperature and no disorder until part (f).

\begin{enumerate}
\item[(a)] Express the intrinsic $\sigma_{xy}$ through the Berry curvature, and find the curvature of both bands of $H_\chi$.
\item[(b)] Find $\sigma_{xy}$ at $\mu=0$.
\item[(c)] Find its change with $\mu$, of either sign, for no tilt, equal tilts and opposite tilts $\tau_\chi=\chi t$. Discuss small $t$, $t\to1$, and fixed carrier density.
\item[(d)] Evaluate the result for $\hbar v=0.2$ eV\,nm, $b=1.5$ nm$^{-1}$, $t=0.5$, $\mu=20$ meV.
\item[(e)] Real bands curve. At $t=0$ replace the two linear nodes by $H=\hbar v[k_x\sigma_x+k_y\sigma_y+\frac{k^2-b^2}{2b}\sigma_z]$. Does doping still leave $\sigma_{xy}$ unchanged?
\item[(f)] Estimate the effects of a temperature of 50 K and of weak scatterers that are narrow compared with the inverse Fermi radius but too smooth to scatter electrons between the nodes.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Anomalous velocity and curvature}

The field moves the wavevector by $\hbar\dot k_y=-eE_y$. Write the slowly driven state, up to a phase, as $|n\rangle+\sum_{m\ne n}a_m|m\rangle$. To first order in $\dot k_y$, the Schr\"odinger equation projected on $|m\rangle$ reads
\begin{equation}
i\hbar\dot k_y\langle m|\partial_y n\rangle+\varepsilon_n a_m=\varepsilon_m a_m
\;\Rightarrow\;
a_m=-\frac{i\hbar\dot k_y\langle m|\partial_y n\rangle}{\varepsilon_n-\varepsilon_m}.
\end{equation}
Differentiating $H|n\rangle=\varepsilon_n|n\rangle$ gives $\langle n|\partial_xH|m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_xn|m\rangle$. The extra velocity is therefore
\begin{equation}
\delta v_x=\frac2\hbar\,\mathrm{Re}\sum_{m\neq n}\langle n|\partial_xH|m\rangle a_m
=2\dot k_y\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle=-\dot k_y\Omega_z ,
\end{equation}
where $\boldsymbol\Omega=\nabla\times\mathbf A$ and $\mathbf A=i\langle n|\nabla n\rangle$. The missing term $m=n$ is real, so adding it changes nothing. With $j_x=-e\sum f\,\delta v_x$ and $\dot k_y=-eE_y/\hbar$,
\begin{equation}
\sigma_{xy}=-\frac{e^2}{\hbar}\sum_n\int\!\frac{d^3k}{(2\pi)^3}\,f_n\Omega_{n,z}.
\label{eq:sigma}
\end{equation}

For $H=\hbar v\,\mathbf d\cdot\boldsymbol\sigma$ plus a multiple of the identity, the same matrix elements give
\begin{equation}
\Omega_z=-2\,\mathrm{Im}\frac{\langle n|\partial_x\mathbf d\cdot\boldsymbol\sigma|m\rangle\langle m|\partial_y\mathbf d\cdot\boldsymbol\sigma|n\rangle}{4d^2}.
\end{equation}
Insert $|m\rangle\langle m|=1-|n\rangle\langle n|$. The subtracted part is real. The product of Pauli matrices has imaginary part $(\partial_x\mathbf d\times\partial_y\mathbf d)\cdot\langle\boldsymbol\sigma\rangle$, and $\langle\boldsymbol\sigma\rangle=\pm\mathbf d/d$ in the upper and lower band. Hence
\begin{equation}
\Omega_{\pm,z}=\mp\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2d^3}
\;\xrightarrow{\ \mathbf d=\chi\mathbf q\ }\;\mp\frac{\chi\,x}{2q^2},\qquad x=\cos\theta=\frac{q_z}{q}.
\label{eq:curv}
\end{equation}
The tilt multiplies the identity. It leaves the states and their curvature alone and acts through the occupation $f$.

\subsection*{(b) The undoped value}

Let $C(k_z)=\frac1{2\pi}\int dk_xdk_y\,\Omega_{-,z}$, an integer wherever the plane is gapped. Near a node the singular part of the integral is
\begin{equation}
\frac1{2\pi}\int_0^\infty 2\pi p\,dp\,\frac{\chi q_z}{2(p^2+q_z^2)^{3/2}}=\frac\chi2\,\mathrm{sgn}\,q_z ,
\end{equation}
so $C$ jumps by $\chi$ as $k_z$ rises through the node. Starting from zero, it becomes $-1$ at $k_z=-b$ and returns to zero at $k_z=b$. Equation (\ref{eq:sigma}) then gives
\begin{equation}
\sigma_{xy}(0)=-\frac{e^2}{\hbar}\frac{2\pi}{(2\pi)^3}\int C\,dk_z=\frac{e^2b}{2\pi^2\hbar}.
\end{equation}
This term rests on the stated zero outside the pair, which the linear nodes alone cannot supply.

\subsection*{(c) The change on doping}

Let $\kappa=\mu/\hbar v$. For $\mu>0$ the upper band fills where $q(1+\tau_\chi x)<\kappa$, so $q_F(x)=\kappa/(1+\tau_\chi x)$. The factor $q^2$ of the volume element cancels the $q^{-2}$ of the curvature:
\begin{align}
\Delta\sigma_\chi&=-\frac{e^2}{\hbar}\frac{2\pi}{(2\pi)^3}\int_{-1}^1dx\int_0^{q_F}dq\,q^2\left(-\frac{\chi x}{2q^2}\right)\notag\\
&=\frac{\chi e^2\kappa}{8\pi^2\hbar}\int_{-1}^1\frac{x\,dx}{1+\tau_\chi x}.
\end{align}
Since $x/(1+\tau x)=\tau^{-1}[1-1/(1+\tau x)]$, the integral equals $-F(\tau)$ with
\begin{equation}
F(\tau)=\frac1{\tau^2}\left[\ln\frac{1+\tau}{1-\tau}-2\tau\right]=\frac{2\tau}3+\frac{2\tau^3}5+\dots
\end{equation}

For $\mu<0$, states of the lower band are removed where $q(1-\tau_\chi x)<|\kappa|$. Removal and the opposite curvature each reverse the sign, so the prefactor is again $+\chi e^2|\kappa|/(8\pi^2\hbar)$. The integral $\int x\,dx/(1-\tau_\chi x)$ is now $+F(\tau_\chi)$. Since $|\kappa|=-\kappa$, one law covers both signs:
\begin{equation}
\Delta\sigma_\chi=-\frac{\chi e^2\mu}{8\pi^2\hbar^2v}F(\tau_\chi).
\label{eq:node}
\end{equation}

\emph{No tilt.} $F(0)=0$, so each node contributes zero. The Fermi surface is a sphere, and the curvature on its upper half cancels that on its lower half.

\emph{Equal tilts.} The factor $\chi$ makes the two changes cancel, although neither vanishes alone.

\emph{Opposite tilts.} $F$ is odd, so $\chi F(\chi t)=F(t)$ and the nodes add:
\begin{equation}
\sigma_{xy}=\frac{e^2}{2\pi^2\hbar}\left[b-\frac{\mu}{2\hbar v}F(t)\right].
\label{eq:main}
\end{equation}
For $t>0$ and $\mu>0$ each electron pocket is stretched towards the midpoint between the nodes. The two halves of the pocket no longer balance, and the surplus lowers $\sigma_{xy}$. Reversing $t$ or $\mu$ reverses the change.

At small $t$ the change is $-e^2\mu t/(6\pi^2\hbar^2v)$. As $t\to1$, $F\to\ln[2/(1-t)]-2$, a logarithmic divergence. The long radius $\kappa/(1-t)$ then grows without limit, whereas the linear model requires it to stay much smaller than $b$. For $|t|\ge1$ the linear pockets are unbounded and (\ref{eq:main}) does not apply.

These trends hold $\mu$ fixed. To hold the density $n$ of both nodes fixed instead, integrate the pocket volume:
\begin{equation}
n=\frac{2}{(2\pi)^3}\frac{2\pi}{3}\int_{-1}^1\frac{\kappa^3dx}{(1+tx)^3}=\frac{\kappa^3}{3\pi^2(1-t^2)^2},
\label{eq:n}
\end{equation}
because the integral over $x$ is $2/(1-t^2)^2$. Eliminating $\kappa$ for electron doping,
\begin{equation}
\Delta\sigma_{xy}=-\frac{e^2}{4\pi^2\hbar}(3\pi^2n)^{1/3}(1-t^2)^{2/3}F(t).
\end{equation}
Within the linear model this vanishes at $t=0$, where $F=0$, and again as $t\to1$, where the growing density of states lowers $\mu$ faster than $F$ rises. In between, its size passes through a maximum.

\subsection*{(d) Numbers}

Here $\kappa=0.020/0.2=0.100$ nm$^{-1}$, and $F(0.5)=4(\ln3-1)=0.3944$. With $e^2/\hbar=2.434\times10^{-4}$ S and 1 nm$^{-1}=10^7$ cm$^{-1}$,
\begin{align}
\sigma_{xy}(0)&=\frac{2.434\times10^{-4}\times1.5\times10^7}{2\pi^2}=185.0\ \mathrm{S/cm},\\
\Delta\sigma_{xy}&=-\frac{2.434\times10^{-4}\times10^6\times0.3944}{4\pi^2}=-2.43\ \mathrm{S/cm}.
\end{align}
The total is 182.5 S/cm, a fall of 1.3\% relative to the undoped value. At the same $\mu$, the linear model gives $-0.41$ and $-4.2$ S/cm for tilts of 0.1 and 0.7. The curved bands of part (e) change these to $-0.84$ and $-5.4$ S/cm, so at small tilt the curvature term is as large as the tilt term. At $t=0.9$ the long radius would be 1.0 nm$^{-1}$, too close to $b$ for this model to be used. Equation (\ref{eq:n}) gives $n=6.0\times10^{16}$ cm$^{-3}$.

\subsection*{(e) Curved bands}

Near $k_z=b$ the model has $\mathbf d=(q_x,q_y,q_z+q^2/2b)$. Since $H$ is even in $k_z$, the other node gives the same contribution. From $\partial_x\mathbf d\times\partial_y\mathbf d=(-q_x/b,-q_y/b,1)$,
\begin{equation}
\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)=q\left[x+\frac{q}{2b}(2x^2-1)\right],\qquad d^2\simeq q^2\left(1+\frac{qx}{b}\right).
\end{equation}
To first order in $q/b$, $d^{-3}\simeq q^{-3}(1-3qx/2b)$. Equation (\ref{eq:curv}) and the condition $d=\kappa$ then give
\begin{equation}
\Omega_{+,z}\simeq-\frac1{2q^2}\left[x-\frac{q}{2b}(1+x^2)\right],\qquad q_F\simeq\kappa-\frac{\kappa^2x}{2b}.
\end{equation}
The integral over one pocket is
\begin{align}
\int\Omega_{+,z}\,d^3q&=-\pi\int_{-1}^1dx\left[xq_F-\frac{q_F^2}{4b}(1+x^2)\right]\notag\\
&\simeq-\pi\left[-\frac{\kappa^2}{3b}-\frac{2\kappa^2}{3b}\right]=\frac{\pi\kappa^2}{b}.
\end{align}
Two nodes therefore give
\begin{equation}
\Delta\sigma_{xy}\big|_{t=0}\simeq-\frac{e^2\mu^2}{4\pi^2\hbar^3v^2b}.
\end{equation}
So doping does change $\sigma_{xy}$, at second order in $\mu$. The absence of any change in part (c) belongs to linear nodes.

For the numbers of part (d), direct integration of this model gives $-0.41$ S/cm at $t=0$. With the tilt energy $t\hbar v(k_z^2-b^2)/2b$ added at $t=0.5$, it gives $-3.09$ S/cm, a change 27\% larger than the linear result. The upper band of that model has its saddle, where the two pockets merge, at 75 meV, well above $\mu$.

\subsection*{(f) Temperature and scattering}

\emph{Temperature.} A Fermi function is an average of step functions with weight $-\partial f/\partial\varepsilon$. A law linear in $\mu$ keeps its form under this average, with $\mu$ now the chemical potential at temperature $T$. At fixed net density $\mu$ moves. That density is proportional to the average of $\varepsilon^3$ (electrons minus holes), and the variance of the weight is $\pi^2(k_BT)^2/3$, so
\begin{equation}
\mu^3+\pi^2(k_BT)^2\mu=\mu_0^3 .
\end{equation}
At 50 K, $k_BT=4.31$ meV and $\mu$ falls from 20 to 17.0 meV. In the linear model the change becomes $-2.06$ S/cm. With the curved bands of part (e) at fixed density it goes from $-3.09$ to $-2.60$ S/cm.

\emph{Scattering.} Take scalar scatterers much wider than $1/2b$, so that they do not connect the nodes, but much narrower than the inverse Fermi radius, so that they act as points within each node. Consider the node $\chi=+1$, and set $\hbar=v=\mu=1$. Let $\mathbf n=\mathbf q/q$. The centre of a wave packet is $\mathbf A$ minus the gradient of its phase, so scattering $\mathbf k\to\mathbf k'$ shifts it by
\begin{equation}
\delta\mathbf r=\mathbf A'-\mathbf A-(\nabla+\nabla')\arg\langle k'|k\rangle .
\end{equation}
With projectors $P=(1+\mathbf n\cdot\boldsymbol\sigma)/2$ and $\partial_a\mathbf n=(\mathbf e_a-n_a\mathbf n)/q$,
\begin{equation}
\partial_a\arg\langle k'|k\rangle+A_a=\mathrm{Im}\frac{\mathrm{Tr}[P'(\partial_aP)P]}{\mathrm{Tr}[P'P]}=\frac{(\mathbf n\times\mathbf n')_a}{2q(1+\mathbf n\cdot\mathbf n')}.
\end{equation}
The primed half follows by exchange, and
\begin{equation}
\delta\mathbf r=-\frac{\mathbf n\times\mathbf n'}{2(1+\mathbf n\cdot\mathbf n')}\left(\frac1q+\frac1{q'}\right).
\end{equation}
The golden-rule rate is $w=\pi g(1+\mathbf n\cdot\mathbf n')$, with $g$ the scattering strength. To first order in $t$, $1/q=1+tx$, and a Fermi-surface sum is $\langle\cdot\rangle=\frac1{8\pi^3}\int d\Omega\,(1-3tx)(\cdot)$. The mean side-jump velocity is
\begin{equation}
\mathbf u=\langle w\,\delta\mathbf r\rangle'=-\frac{\pi g}{2}\,\mathbf n\times\left(-\frac{5t}{6\pi^2}\hat{\mathbf z}\right)=\frac{5gt}{12\pi}(n_y,-n_x,0).
\end{equation}
Deviations proportional to $n_x$ or $n_y$ relax at the rate $\langle w(n_y-n_y')\rangle'/n_y=g/3\pi$.

Write the deviation of the occupation as $(-\partial f_0/\partial\varepsilon)\phi$. The field gives $\phi=-eE_y(3\pi/g)n_y$. With $\langle n_y^2\rangle=1/6\pi^2$, the current $-e\langle\phi u_x\rangle$ yields $\sigma_{xy}=5te^2/24\pi^2$. Each jump also changes the kinetic energy by $-eE_y\delta y$. The collision term then contains $\langle w[f_0(\varepsilon-eE_y\delta y)-f_0(\varepsilon)]\rangle'=(-\partial f_0/\partial\varepsilon)\,eE_yu_y$, and balancing this against relaxation adds $\phi=eE_y(3\pi/g)u_y$. Its current $-e\langle n_x\phi\rangle$ gives the same amount again. The sum, $5te^2/12\pi^2$, is $-5$ times the intrinsic $-te^2/12\pi^2$ of (\ref{eq:node}), and $g$ has cancelled. For opposite tilts $H_-(\mathbf q)=H_+(-\mathbf q)$, and $\sigma_{xy}$ is even under inversion, so the ratio holds for the pair.

At $t=0.5$ a numerical solution of the same transport equation gives a ratio of $-3.96$, or $+9.6$ S/cm. This outweighs the intrinsic change and has the opposite sign. Skew scattering is left out, and it is not small. The same weak scatterers give a skew term that is also independent of $g$. In the ladder approximation it is $-2$ times the intrinsic change at small $t$ and about $+2.4$ S/cm at $t=0.5$, and crossed scattering processes enter at the same order. Atomically sharp defects also scatter electrons between the nodes. Whether this changes the ratio depends on the overlap of the spinors at the two nodes. In the model of part (e), which is even in $k_z$, it only doubles $g$ and leaves the side jump unchanged. The full dc change is therefore not determined here.

\emph{Comparison with real materials.} The velocity, $3.0\times10^5$ m/s, and the Hall conductivity lie in the rough range of magnetic Weyl semimetals, where $10^2$ to $10^3$ S/cm occurs. The carrier density is low because $n\propto\mu^3$ and $\mu$ lies close to the nodes; further node pairs or ordinary pockets would add to it. Of the corrections to the doping term estimated here, scattering is the largest for these parameters: side jumps alone move the computed change from $-2.4$ to about $+7$ S/cm. Equation (\ref{eq:main}) is thus a statement about the intrinsic part, and a measured dc slope cannot be converted into a tilt by it alone. The remaining values are in the numerical output; the Fermi radii listed there belong to the node $\chi=+1$, and those along $+z$ and $-z$ are exchanged at the other node.

\section*{Table of computed values}
\begin{verbatim}
hbar*v = 0.200 eV nm
velocity v = 3.039e+05 m/s
half node separation b = 1.500 1/nm
tilt t = 0.50
chemical potential mu = 20.00 meV
mu/(hbar v) = 0.1000 1/nm
e^2/hbar = 2.434135e-04 S
F(t) = 0.394449
Fermi radius along +z = 0.06667 1/nm
Fermi radius along -z = 0.20000 1/nm
carrier density, both nodes = 6.0042e+16 cm^-3
undoped sigma_xy, formula = 184.9721 S/cm
undoped sigma_xy, band slices = 184.9721 S/cm
doping change, linear nodes = -2.4321 S/cm
total intrinsic sigma_xy = 182.5400 S/cm
change/undoped = -1.315 percent
slope with mu = -0.12160 S/cm per meV
tilt dependence at the same mu (t, F, change in S/cm):
  0.0  0.00000  -0.0000
  0.1  0.06707  -0.4135
  0.3  0.21155  -1.3043
  0.5  0.39445  -2.4321
  0.7  0.68286  -4.2103
  0.9  1.41289  -8.7115
largest error of pocket integrals = 9.8e-15 1/nm
anomalous velocity/rate, evolved = 0.47656
anomalous velocity/rate, formula = 0.47640
effects outside the linear clean model:
change with curved bands, t=0.5 = -3.0915 S/cm
change with curved bands, t=0 = -0.4121 S/cm
saddle where pockets merge = 75.00 meV
temperature = 50.0 K, k_B T = 4.309 meV
mu at this temperature, fixed density = 16.973 meV
doping change then = -2.0640 S/cm
side jump/intrinsic change, t=0.01 = -4.9995
side jump/intrinsic change, t=0.5 = -3.9593
side-jump contribution, t=0.5 = 9.629 S/cm
\end{verbatim}
